# Restoring translational invariance in a perpendicular lead under Peierls phases

## What symmetry already fixes

A channel runs along \(x\), an arm leaves it along \(y\), and a uniform field \(B\) points along \(+z\). Electrons have charge \(q=-e\). In the channel gauge

\[
\mathbf A=(-By,\,0,\,0),\qquad \partial_xA_y-\partial_yA_x=B ,
\]

nothing depends on \(x\), which suits the channel. Moving by \(b\) along the arm changes the potential by

\[
\mathbf A(x,y+b)-\mathbf A(x,y)=(-Bb,\,0,\,0)=\nabla(-Bbx).
\]

The change is a pure gradient, so the physics of the arm is periodic although its matrix elements are not. The cure is a phase factor on each site. Its exponent is dimensionless, and \(eB/\hbar\) is an inverse area, so a phase linear in \(B\) and built from the coordinates alone must be quadratic in them. One step up the arm must change it by a term linear in \(x\), to cancel the gradient above. This requires a term \(xy\). Its coefficient and sign remain to be found.

## The simplest arm: a ladder

Take a square grid of spacing \(a\) with sites \((x,y)=a(m,n)\). The Peierls rule for hopping from site \(j\) to site \(i\), along the straight bond, is

\[
H_{ij}=-t\exp\!\left[\frac{iq}{\hbar}\int_j^i\mathbf A\cdot d\mathbf l\right],
\qquad \phi=\frac{Ba^2}{h/e}.
\]

Here \(\phi\) is the flux per plaquette in flux quanta. The rule assumes orbitals that are compact on the scale of the magnetic length \(\ell=\sqrt{\hbar/eB}\); for a grid that represents a continuum, \(a\) must be small compared with \(\ell\) and with the electron wavelength.

On a bond toward \(+x\) in row \(n\) the integral is \(-B(na)a\). Multiplication by \(q/\hbar=-e/\hbar\) gives

\[
\frac{eBa^2}{\hbar}\,n=2\pi\phi\,n .
\]

Bonds along \(y\) carry no phase because \(A_y=0\).

Let the arm have two columns, \(m=0\) and \(m=1\). Its rungs are \(-te^{2\pi i\phi n}\), different in each row. Multiply the amplitude on column 1 by \(e^{-2\pi i\phi n}\) and leave column 0 alone. A matrix element gains the factor of its final site and the conjugate factor of its initial site:

\[
\text{rung: } -t\,e^{-2\pi i\phi n}e^{2\pi i\phi n}=-t,
\]
\[
\text{leg 1, upward: } -t\,e^{-2\pi i\phi(n+1)}e^{2\pi i\phi n}=-t\,e^{-2\pi i\phi}.
\]

Every row is now the same. The field has not been removed. Before the change, the counterclockwise loop phase is \(2\pi\phi n\) from the lower rung and \(-2\pi\phi(n+1)\) from the upper rung traversed backward, in total \(-2\pi\phi\). Afterward the right leg alone gives \(-2\pi\phi\).

Two limits check the ladder. At \(\phi=0\) the factors are 1. At \(\phi=1\) every rung phase is a multiple of \(2\pi\), so the original ladder was periodic already, and the factors are again 1. More generally, if \(\phi=p/s\) with integers \(p,s\), the original phases repeat after \(s\) rows. A cell of \(s\) rows would then serve without any transformation, but its size would depend on the field.

## An arm of any width and any bonds

Under \(\mathbf A'=\mathbf A+\nabla\chi\), let \(U_i=e^{iq\chi(\mathbf r_i)/\hbar}\). Whatever the direction or length of a bond,

\[
\int_j^i\mathbf A'\cdot d\mathbf l=\int_j^i\mathbf A\cdot d\mathbf l+\chi_i-\chi_j ,
\]

and therefore

\[
H'_{ij}=U_iH_{ij}U_j^*,\qquad H'=UHU^\dagger .
\]

This identity holds on the lattice itself and needs no small-\(a\) expansion.

To find \(\chi\), demand that both components of \(\mathbf A'\) be independent of \(y\):

\[
\partial_y(-By+\partial_x\chi)=0,\qquad \partial_y(\partial_y\chi)=0 .
\]

The first condition gives \(\partial_x\partial_y\chi=B\). Together they make \(\partial_y\chi\) independent of \(y\) with \(x\)-derivative \(B\), so \(\partial_y\chi=Bx+c\). Integrating over \(y\),

\[
\chi=Bxy+cy+f(x).
\]

The function \(f\) changes phases inside a row equally for all rows. The constant \(c\) adds the same phase to every vertical bond and merely shifts the Bloch wavenumber. With \(c=f=0\),

\[
\boxed{\;\chi=Bxy,\qquad U_{mn}=e^{-ieBxy/\hbar}=e^{-2\pi i\phi mn}\;}
\]

and \(\mathbf A'=(0,Bx,0)\). Horizontal bonds lose their phase:

\[
2\pi\phi n-2\pi\phi(m+1)n+2\pi\phi mn=0 .
\]

Upward bonds acquire

\[
-2\pi\phi m(n+1)+2\pi\phi mn=-2\pi\phi m .
\]

Setting \(m=0,1\) recovers the ladder. The zero-field arm must itself repeat from row to row, and so must the flux through its plaquettes, up to whole flux quanta. A gauge change leaves every loop phase unaltered, so no choice of \(\chi\) can help if these phases differ from row to row. A uniform field meets this condition.

## The Bloch matrix and its Landau limit

Let \(H_0\) be the matrix of one row and \(V\) the hopping from a row to the next one up. With row amplitudes proportional to \(e^{ikn}\), the row below contributes \(Ve^{-ik}\) and the row above \(V^\dagger e^{ik}\):

\[
H(k)=H_0+Ve^{-ik}+V^\dagger e^{ik}.
\]

Since \(V_{mm}=-te^{-2\pi i\phi m}\), the last two terms equal \(-2t\cos(k+2\pi\phi m)\) on column \(m\). Take the on-site energy as \(4t\), which puts the zero-field band edge at zero, and \(t=\hbar^2/(2m_*a^2)\) for effective mass \(m_*\). The cosine term is lowest at

\[
m_c=-\frac{k}{2\pi\phi}.
\]

Expanding it near this column leaves, apart from a constant,

\[
t(2\pi\phi)^2(m-m_c)^2=\frac{e^2B^2}{2m_*}(x-x_c)^2
=\frac12m_*\omega_c^2(x-x_c)^2 ,
\]

where \(\omega_c=eB/m_*\). Motion across the arm is thus a harmonic oscillator, with levels \(\hbar\omega_c(N+\tfrac12)\) when \(a\ll\ell\) and the walls are far away.

The same matrix gives the direction of edge motion. Near the right wall the energy rises as \(m_c\) increases, hence as \(k\) decreases. The velocity \(\partial E/\partial k\) is negative there and positive at the left wall. A moving electron therefore has the nearby wall on its left, and by rotation this rule also holds in the channel.

## Joining the arm to an untransformed device

The device can stay in the channel gauge. Put \(U=1\) on its sites and the \(U\) found above on the arm, whose first row has index \(n_s\). Let \(C\) be the original hopping from device to first row, and \(U_s\) the diagonal matrix of phases on that row. Only the final site of this bond is transformed, so

\[
C'=U_sC .
\]

Write \(\psi\) for the device amplitudes and \(\zeta\) for those of the arm. At \(z=E+i0^+\), with no incoming wave in the arm,

\[
(z-H_D)\psi=C'^\dagger\zeta_s,\qquad \zeta_s=g'C'\psi ,
\]

where \(g'\) is the Green function of the isolated arm on its first row. Substitution gives the self-energy

\[
\boxed{\;\Sigma=C^\dagger U_s^\dagger\,g'\,U_sC\;}
\]

Periodicity is what makes \(g'\) computable. Removing the first row leaves an identical arm, so eliminating that remainder yields

\[
g'=\left[z-H_0-V^\dagger g'V\right]^{-1}.
\]

In the channel gauge the remainder has different matrix elements, and the same elimination links one row's Green function to the next:

\[
g_n=\left[z-H_n-\tilde V^\dagger g_{n+1}\tilde V\right]^{-1},\qquad \tilde V=-t\,\mathbb 1 .
\]

Here \(g_{n+1}\ne g_n\). The rows are related by \(H_{n+1}=WH_nW^\dagger\) with \(W=\mathrm{diag}(e^{2\pi i\phi m})\), so \(g_{n+1}=Wg_nW^\dagger\); inserting this closes the equation, and it is the transformation above written one row at a time. Left open, the recursion can be followed down a long finite arm, which gives an independent value of \(\Sigma\) provided an imaginary part of the energy damps the echo from the far end.

If rows are counted so that \(n_s=0\), then \(U_s=1\) and the interface phase disappears. With arms on both sides of the channel, the two first rows have different indices, so one row count cannot remove both phases. The freedom \(f(x)\) can: \(\chi=Bx(y-n_sa)\), chosen separately for each arm, gives \(U_s=1\), and every row of that arm then keeps the horizontal phase \(2\pi\phi n_s\) of its first row.

## Two faulty closures, read through their flux

First, suppose the channel-gauge row \(n_s\) is repeated forever. Inside the arm, lower and upper horizontal phases cancel around each plaquette and the vertical bonds are real. The arm is field-free. The connecting plaquette still has the correct loop phase \(2\pi\phi(n_s-1)-2\pi\phi n_s=-2\pi\phi\).

Second, suppose the transformed periodic arm is used but \(U_s\) is left out. The arm has the correct field. In the connecting plaquette, however, the lower bond carries \(2\pi\phi(n_s-1)\) and the other three carry nothing. A flux \(\phi\) means a loop phase \(-2\pi\phi\), so the flux is

\[
\phi_{\rm contact}=(1-n_s)\phi .
\]

The error is \(-n_s\phi\), a sheet of spurious flux across the mouth of the arm. It vanishes for \(n_s=0\) and has no effect if \(n_s\phi\) is an integer.

## Transmission and gauge independence

Let \(\varphi_\lambda\) be the standing waves of isolated lead \(q\), with energies \(\epsilon_\lambda\). Such a wave drives the device through \(C_q^\dagger\varphi_\lambda\), so \(\psi_\lambda=GC_q^\dagger\varphi_\lambda\), where \(G=(z-H_D-\sum_p\Sigma_p)^{-1}\). Define \(\Gamma_p=i(\Sigma_p-\Sigma_p^\dagger)\). From the spectral form of the lead Green function,

\[
\Gamma_q=2\pi\sum_\lambda C_q^\dagger\varphi_\lambda\varphi_\lambda^\dagger C_q\,\delta(E-\epsilon_\lambda).
\]

In another lead \(p\), the time-dependent equation \(i\hbar\dot\zeta=H_p\zeta+C_p\psi\) gives the rate at which probability enters:

\[
\frac{2}{\hbar}\,\mathrm{Im}(\zeta^\dagger C_p\psi)=\frac1\hbar\psi^\dagger\Gamma_p\psi ,
\]

where \(\zeta=g_pC_p\psi\) was used. Summing over the incoming states per unit energy gives \(\mathrm{Tr}[\Gamma_pG\Gamma_qG^\dagger]/h\). One fully transmitted mode carries \(1/h\), so

\[
T_{p\leftarrow q}=\mathrm{Tr}\!\left[\Gamma_pG\Gamma_qG^\dagger\right],\qquad p\ne q .
\]

A gauge change in the device replaces \(G\) by \(UGU^\dagger\) and each \(\Gamma\) by \(U\Gamma U^\dagger\). All \(U\) cancel in the trace. One may equally put the device in the gauge \((0,Bx,0)\); then the horizontal leads need the inverse transformation, with \(\chi=-Bxy\).

## A T junction at 12 T

Take \(m_*=0.14\,m_e\), \(a=2\) nm and 31 sites across each arm. The first missing site on either side acts as a hard wall, so the width is \(32a=64\) nm. The device is the \(31\times31\) square at the crossing, with rows 0 to 30; the vertical arm starts at \(n_s=31\). The Fermi energy is \(E_F=10\) meV. These inputs give

\[
t=68.0\ \text{meV},\quad \ell=7.41\ \text{nm},\quad \hbar\omega_c=9.92\ \text{meV},
\]
\[
\phi=\frac{12\times(2\times10^{-9})^2}{4.136\times10^{-15}}=0.01161,\qquad 2\pi\phi=0.0729 .
\]

The largest site phase on the first row is \(0.0729\times30\times31=67.8\) rad. In the channel gauge, horizontal elements change from row to row by \(t|e^{2\pi i\phi}-1|=4.96\) meV. After the transformation the change is \(10^{-12}\) meV, which is rounding.

For an orbit on the central column, \(k=-0.0729\times15=-1.094\). Diagonalizing \(H(k)\) there gives 4.92 and 14.66 meV, against continuum values 4.96 and 14.88 meV. The shifts follow from the next term of the cosines, \(-(t/12)(\kappa_x^4+\kappa_y^4)\), where \(\kappa\) is the kinetic wavevector times \(a\). Its components behave as an oscillator pair with commutator of size \(2\pi\phi\), so \(\langle\kappa_x^4\rangle=\langle\kappa_y^4\rangle=\tfrac34(2\pi\phi)^2(2N^2+2N+1)\), and

\[
\delta E_N\simeq-\frac t8(2\pi\phi)^2(2N^2+2N+1).
\]

This yields \(-0.045\) and \(-0.23\) meV, in agreement with the grid levels. The Fermi energy lies between the two levels, and the arm has one open mode per spin.

The self-energy was compared with the open channel-gauge recursion over 2000 rows, using an imaginary energy of 0.3 meV to suppress the echo from the far end. The difference, relative to the norm of the recursive result, is \(2\times10^{-15}\). Repeating the first row gives a relative error of 0.36, and omitting \(U_s\) gives 1.02.

For transport the imaginary energy is \(10^{-5}\) meV, and \(g'\) is found by repeatedly eliminating alternate rows. Transmissions per spin are:

| Route | Correct | Repeated row | \(U_s\) omitted |
|---|---:|---:|---:|
| left to top | 1.0000 | 0.9982 | 0.00003 |
| left to right | 0.0000 | 0.0018 | 0.9999 |
| top to right | 1.0000 | 0.9982 | 0.00003 |
| right to left | 1.0000 | 1.0000 | 1.0000 |

The two remaining routes vanish to the digits shown. The entry 0.9999 includes the slight absorption from the imaginary energy; without it the value is 0.99997. On a 1 nm grid of the same width the entries 0.00003 fall to 0.00002, while the correct and repeated-row columns keep their digits. The correct column follows the edge rule: an electron from the left keeps the upper wall on its left and turns into the arm, one coming down the arm keeps the arm's right-hand wall (larger \(x\)) on its left and enters the right lead, and one from the right passes along the bottom. Recomputing the whole junction in the other gauge changes no transmission by more than \(10^{-15}\).

The repeated row nearly reproduces these transmissions, although its arm has no field. The fault appears in the mode count. The field-free thresholds are \(2t[1-\cos(p\pi/32)]\); the third is 5.9 meV and the fourth 10.4 meV, so three modes are open. The horizontal leads have one outgoing mode each, and the left one is already filled from the right. At most about one of the arm's three modes can therefore leave through them. The computed reflection is 2.00 modes, against zero in the correct arm. Near-perfect transmission from left to top is thus no proof of a correct lead.

Without \(U_s\), the connecting plaquettes carry \(-30\phi\) instead of \(\phi\). The missing factor changes the phase between neighbouring columns by \(31\times0.0729=2.26\) rad. A slowly varying wave given this phase gradient would have transverse kinetic energy near \(2t(1-\cos2.26)\simeq0.22\) eV, far above 10 meV. The mouth here acts almost as a wall, and the electron continues to the right. The estimate is not a threshold: for \(n_s=8\) it gives 22.5 meV, above \(E_F\), yet the left-to-top transmission is 0.68, and for \(n_s=-8\) it is 0.004.

## Setting the model beside a device

With two spins, the left-to-top conductance coefficient is

\[
\frac{2e^2}{h}\,T=77.5\ \mu\text{S}.
\]

The mass is a rough value for electrons in few-layer InSe. For a rough low-temperature mobility of \(10^4\ \text{cm}^2/\text{Vs}\), the zero-field scattering rate \(\hbar/\tau\) is 0.8 meV and the zero-field mean free path is about 130 nm. A Landau level is wider than \(\hbar/\tau\): for short-range disorder its half-width is about \(\sqrt{2\hbar\omega_c\,\hbar/(\pi\tau)}=2.3\) meV. Random site energies of this strength in the junction leave the left-to-top transmission at 1.0000, but at a tenth of the mobility it averages about 0.7. The density is only about \(6\times10^{11}\ \text{cm}^{-2}\), so the mobility at that density is the one that matters. At 1.5 K, \(k_BT=0.13\) meV. A Zeeman splitting with \(g=2\) is 1.4 meV, and shifting the energy by half of it either way leaves the transmission at 1.0000. A rough Rashba coefficient \(\alpha_R\) of 10 meV nm gives a zero-field splitting \(2\alpha_Rk_F\) of about 4 meV, with \(k_F=\sqrt{2m_*E_F}/\hbar\); this is less than the Landau spacing but not negligible. Band nonparabolicity, estimated as \(E_F\) over a rough 1.5 eV gap, is 0.7%.

The assumption most strongly broken is that electrons do not interact. With a rough dielectric constant \(\kappa_d=5\), the Coulomb scale \(e^2/(4\pi\varepsilon_0\kappa_d\ell)\) is 39 meV, about four times \(\hbar\omega_c\). The single-particle level energies are therefore not predictions for a device. If interactions left one filled edge mode per spin, the coefficient would stay at 77.5 μS; if they raised one spin branch above the Fermi energy and no other level filled, it would fall to half. At fixed density the displaced electrons could instead fill the \(N=1\) level of the other spin; two edge modes of one spin would then again give 77.5 μS. Unscreened Hartree–Fock favours this last state here, since its exchange gain \(\tfrac38\sqrt{\pi/2}\times39\simeq18\) meV exceeds the cost of 8.5 meV (\(\hbar\omega_c\) minus the Zeeman splitting), but that estimate ignores screening by Landau-level mixing. The gauge transformation does not decide between these cases. It ensures that a one-electron lead Hamiltonian that repeats along \(y\) at zero field and follows the Peierls rule meets the device with the intended magnetic flux; an arm in another direction needs its own \(\chi\).
